# Molecular polarizability from finite fields: balancing truncation error against SCF noise: a numerical check

```python
"""
Claim under test: the static polarizability alpha of a closed-shell molecule
follows from dipoles mu(+-h) in a finite field h by
    D(h) = [mu(h) - mu(-h)] / (2h),     R(h) = [4 D(h) - D(2h)] / 3,
with truncation errors c2 h^2 and -4 c4 h^4, and with noise proportional to
1/h when separate SCF runs carry independent dipole errors of deviation sigma.
The rms error a^2 h^(2p) + b^2/h^2 (squared) is least at
    h* = [b / (a sqrt(p))]^(1/(p+1)).
Reference: analytic coupled-perturbed RHF response, alpha = 4 z.M^-1.z.
Residual f = occupied-virtual Fock block; an SCF run stops at |f| < tau.
Hartree atomic units; electrons feel +F.r in the field F.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf as pyscf_scf

rng = np.random.default_rng(7)
mol = gto.M(atom="O 0 0 0; H 0 1.43 1.11; H 0 -1.43 1.11",
            unit="Bohr", basis="aug-cc-pvdz", verbose=0)
nbf, nocc = mol.nao, mol.nelectron // 2
S = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
r_ao = mol.intor("int1e_r")
eri = mol.intor("int2e", aosym="s1").reshape((nbf,) * 4)
nuc_dipole = mol.atom_charges() @ mol.atom_coords()
s_val, s_vec = np.linalg.eigh(S)
X = (s_vec / np.sqrt(s_val)) @ s_vec.T

# Coulomb minus half exchange, acting on the lower triangle of the density
row, col = np.tril_indices(nbf)
exch = eri.transpose(0, 2, 1, 3)
G = eri - 0.25 * (exch + exch.transpose(0, 1, 3, 2))
G = np.ascontiguousarray(G[row, col][:, row, col] * np.where(row == col, 1., 2.))


def diagonalize(fock):
    e, U = np.linalg.eigh(X @ fock @ X)
    return e, X @ U


def run_scf(field, C, taus):
    """DIIS SCF from orbitals C; one snapshot as |f| first passes each tau."""
    field = np.asarray(field, float)
    h = h_core + np.einsum("x,xpq->pq", field, r_ao)
    snaps, focks, errs = [], [], []
    for _ in range(100):
        Co, Cv = C[:, :nocc], C[:, nocc:]
        P = 2 * Co @ Co.T
        v = G @ P[row, col]
        F = np.zeros((nbf, nbf))
        F[row, col] = v
        F[col, row] = v
        F += h
        f = Co.T @ F @ Cv
        size = np.linalg.norm(f)
        while len(snaps) < len(taus) and size < taus[len(snaps)]:
            snaps.append(dict(
                mu=nuc_dipole - np.einsum("xpq,pq->x", r_ao, P),
                energy=0.5 * np.sum(P * (h + F)) + mol.energy_nuc()
                - field @ nuc_dipole,
                size=size, resid=Co @ f @ Cv.T, fock=F))
        if len(snaps) == len(taus):
            return snaps
        A = F @ P @ S
        focks = (focks + [F])[-8:]
        errs = (errs + [(X @ (A - A.T) @ X).ravel()])[-8:]
        E = np.array(errs)
        norms = np.linalg.norm(E, axis=1)
        E = E / norms[:, None]
        w = np.linalg.lstsq(E @ E.T, 1 / norms, rcond=1e-14)[0] / norms
        w /= w.sum()
        C = diagonalize(np.tensordot(w, np.array(focks), axes=1))[1]
    raise RuntimeError("SCF did not converge")


def response(fock):
    """Response matrix M and dipole blocks r_ia for a converged Fock matrix."""
    e, C = diagonalize(fock)
    Co, Cv = C[:, :nocc], C[:, nocc:]
    t = np.tensordot(Co.T, eri, axes=1)
    ovov = np.einsum("iqrs,qa,rj,sb->iajb", t, Cv, Co, Cv, optimize=True)
    oovv = np.einsum("iqrs,qj,ra,sb->ijab", t, Co, Cv, Cv, optimize=True)
    n = nocc * (nbf - nocc)
    M = (4 * ovov - oovv.transpose(0, 2, 1, 3)
         - ovov.transpose(0, 3, 2, 1)).reshape(n, n)
    M = M + np.diag((e[None, nocc:] - e[:nocc, None]).ravel())
    r_ov = np.array([(Co.T @ r @ Cv).ravel() for r in r_ao])
    return M, r_ov, C


def random_start():
    K = np.zeros((nbf, nbf))
    K[nocc:, :nocc] = 0.02 * rng.standard_normal((nbf - nocc, nocc))
    return C0 @ expm(K - K.T)


# Zero-field state, checked against the library SCF
lib = pyscf_scf.RHF(mol)
lib.conv_tol = 1e-11
lib.kernel()
TIGHT = 1e-10
zero = run_scf([0, 0, 0], lib.mo_coeff, [TIGHT])[0]
assert abs(zero["energy"] - lib.e_tot) < 1e-8
M0, r_ov, C0 = response(zero["fock"])
assert np.linalg.eigvalsh(M0)[0] > 0
alpha_tensor = 4 * r_ov @ np.linalg.solve(M0, r_ov.T)
alpha = alpha_tensor[2, 2]
z_ov = r_ov[2]
u = np.linalg.solve(M0, z_ov)

# Truncation coefficients from analytic alpha(F) at several fields
k = 0.003
even = [alpha]
for m in (1, 2, 3):
    pair = []
    for sign in (1, -1):
        st = run_scf([0, 0, sign * m * k], C0, [TIGHT])[0]
        Mf, rf, _ = response(st["fock"])
        pair.append(4 * rf[2] @ np.linalg.solve(Mf, rf[2]))
    even.append(np.mean(pair))
powers = np.array([[float(m) ** (2 * q) for q in range(4)] for m in range(4)])
series = np.linalg.solve(powers, even) / k ** (2 * np.arange(4))
c2, c4, c6 = series[1] / 3, series[2] / 5, series[3] / 7

# Tightly converged ladder: truncation error alone
steps = 0.00025 * 2.0 ** np.arange(8)
tight = {s * h: run_scf([0, 0, s * h], C0, [TIGHT])[0]
         for h in steps for s in (1, -1)}
D_tight = np.array([(tight[h]["mu"][2] - tight[-h]["mu"][2]) / (2 * h)
                    for h in steps])
R_tight = (4 * D_tight[:-1] - D_tight[1:]) / 3
trunc_D = c2 * steps**2 + c4 * steps**4 + c6 * steps**6
trunc_R = (-4 * c4 * steps**4 - 20 * c6 * steps**6)[:-1]
for j in (3, 4, 5):
    assert abs(D_tight[j] - alpha - trunc_D[j]) < 0.02 * abs(trunc_D[j]) + 1e-6
h8 = steps[5]
scale = abs(4 * c4 * h8**4) + abs(20 * c6 * h8**6)
assert abs(R_tight[5] - alpha - trunc_R[5]) < 0.1 * scale + 1e-6
S_tight = -(tight[h8]["energy"] + tight[-h8]["energy"]
            - 2 * zero["energy"]) / h8**2
trunc_S = c2 * h8**2 / 2 + c4 * h8**4 / 3 + c6 * h8**6 / 4
assert abs(S_tight - alpha - trunc_S) < 0.02 * abs(trunc_S) + 1e-6

# Repeated, incompletely converged runs from independent random starts
taus = [1e-4, 1e-5, 1e-7]
repeats = 10
runs = {F: [run_scf([0, 0, F], random_start(), taus) for _ in range(repeats)]
        for F in [0.0] + list(steps) + list(-steps)}

# Dipole error is linear, energy error quadratic, in the residual f
for run in runs[0.0]:
    for level, snap in enumerate(run[:2]):
        f = (C0[:, :nocc].T @ S @ snap["resid"] @ S @ C0[:, nocc:]).ravel()
        if level == 1:
            d_mu = snap["mu"][2] - zero["mu"][2]
            bound = 4 * np.linalg.norm(u) * snap["size"]
            assert abs(d_mu + 4 * u @ f) < 0.01 * bound + 2e-9
        else:
            d_E = snap["energy"] - zero["energy"]
            guess = 2 * f @ np.linalg.solve(M0, f)
            assert abs(d_E - guess) < 0.02 * guess + 2e-12


def values(F, level, key):
    return np.array([run[level]["mu"][2] if key == "mu" else run[level][key]
                     for run in runs[F]])


def rms(x, axis=None):
    return np.sqrt(np.mean(np.square(x), axis=axis))


def optimum(a, b, p):
    """Best step, least rms error, equality point, factor-two window."""
    h = (b / (a * np.sqrt(p))) ** (1 / (p + 1))
    least = b / h * np.sqrt(1 + 1 / p)
    total = lambda s: np.hypot(a * s**p, b / s)
    found = minimize_scalar(lambda q: np.log(total(np.exp(q))),
                            bounds=(np.log(h) - 2, np.log(h) + 2.5),
                            method="bounded")
    assert abs(np.exp(found.x) / h - 1) < 1e-3
    low = brentq(lambda s: total(s) - 2 * least, h / 10, h)
    high = brentq(lambda s: total(s) - 2 * least, h, 10 * h)
    return h, least, (b / a) ** (1 / (p + 1)), low, high


data = {}
for level in (1, 2):
    D = np.array([(values(h, level, "mu") - values(-h, level, "mu")) / (2 * h)
                  for h in steps])
    R = (4 * D[:-1] - D[1:]) / 3
    sigma = np.sqrt(np.mean([np.var(values(F, level, "mu"), ddof=1)
                             for F in runs]))
    data[level] = (D, R, sigma)

# Truncation coefficients from the ladder itself, no analytic reference
D, R, _ = data[2]
h4 = steps[4]
a_D = abs(D[5].mean() - D[4].mean()) / (3 * h4**2)
a_R = abs(R[5].mean() - R[4].mean()) / (15 * h4**4)
noise_R = np.sqrt(65 / 72)

print("Water, RHF/aug-cc-pVDZ; O (0,0,0), H (0,+-1.43,1.11) bohr")
print(f"basis functions: {nbf}; repeats per field: {repeats}")
print(f"zero-field energy: {zero['energy']:.6f} hartree")
print(f"zero-field dipole mu_z: {zero['mu'][2]:.6f} a.u.")
print(f"analytic alpha_zz: {alpha:.6f} a.u.")
print(f"gamma: {6*c2:.1f} a.u.; epsilon: {120*c4:.3e} a.u.")
print(f"c2: {c2:.3f}; c4: {c4:.3e}; c6: {c6:.3e} a.u.")
print(f"ladder estimates: c2 {a_D:.3f}; 4|c4| {a_R:.3e} a.u.")
print(f"tight D({h4:.3f}): {D_tight[4]:.6f} a.u.")
print(f"tight D({h8:.3f}): {D_tight[5]:.6f} a.u.")
print(f"tight R({h4:.3f}): {R_tight[4]:.6f} a.u.")
print(f"tight energy difference at h={h8:.3f}: {S_tight:.6f} a.u.")
print(f"norms: |z| {np.linalg.norm(z_ov):.4f}, |u| {np.linalg.norm(u):.4f} a.u.")

for level in (1, 2):
    D, R, sigma = data[level]
    tau = taus[level]
    err_D, err_R = rms(D - alpha, 1), rms(R - alpha, 1)
    pred_D = np.hypot(trunc_D, sigma / (np.sqrt(2) * steps))
    pred_R = np.hypot(trunc_R, noise_R * sigma / steps[:-1])
    # ten repeats and unequal stopping residuals: agreement within a factor 3
    assert np.all(np.abs(np.log(err_D[:7] / pred_D[:7])) < np.log(3))
    assert np.all(np.abs(np.log(err_R[:6] / pred_R[:6])) < np.log(3))
    print(f"tau={tau:.0e}: sigma {sigma:.2e}, "
          f"bound 4|u|tau {4*np.linalg.norm(u)*tau:.2e} a.u.")
    print(" h (a.u.) | rms error D: found, pred | R: found, pred (a.u.)")
    for j in range(7):
        print(f" {steps[j]:.5f} | {err_D[j]:.2e} {pred_D[j]:.2e}"
              f" | {err_R[j]:.2e} {pred_R[j]:.2e}")
    for name, a, b, p, exact_a, err in (
            ("D", a_D, sigma / np.sqrt(2), 2, abs(c2), err_D[:7]),
            ("R", a_R, noise_R * sigma, 4, 4 * abs(c4), err_R)):
        h_best, least, equal, low, high = optimum(a, b, p)
        assert abs(h_best / optimum(exact_a, b, p)[0] - 1) < 0.25
        # the ladder is spaced by factors of two and the minimum is flat
        assert 1 / 3 < steps[np.argmin(err)] / h_best < 3
        print(f" {name}: h* {h_best:.5f}, equality {equal:.5f}, "
              f"range {low:.5f}-{high:.5f} a.u.")
        print(f"    least rms error predicted {least:.2e} a.u.")
    assert err_R.min() < err_D.min()

# Noise of the energy second difference against that of the dipole difference
S_runs = -(values(h4, 1, "energy") + values(-h4, 1, "energy")
           - 2 * values(0.0, 1, "energy")) / h4**2
scatter_S, scatter_D = S_runs.std(ddof=1), data[1][0][4].std(ddof=1)
assert scatter_S < scatter_D
print(f"scatter at h={h4:.3f}, tau=1e-05: dipole {scatter_D:.2e}, "
      f"energy {scatter_S:.2e} a.u.")

# A common start for +h and -h correlates the errors, which then cancel
h_small = steps[0]
common = []
for _ in range(repeats):
    C = random_start()
    plus, minus = (run_scf([0, 0, s * h_small], C, [taus[1]])[0]["mu"][2]
                   for s in (1, -1))
    common.append((plus - minus) / (2 * h_small) - alpha)
med_common = np.median(np.abs(common))
med_indep = np.median(np.abs(data[1][0][0] - alpha))
assert med_common < 0.3 * med_indep
print(f"median error at h={h_small:.5f}, tau=1e-05: common start "
      f"{med_common:.2e}, independent {med_indep:.2e} a.u.")

# Too small a field from zero-field orbitals: the SCF never moves
h_stall = taus[1] / np.linalg.norm(z_ov)
stalled = []
for factor in (0.5, 2.0):
    h = factor * h_stall
    mu = [run_scf([0, 0, s * h], C0, [taus[1]])[0]["mu"][2] for s in (1, -1)]
    stalled.append((mu[0] - mu[1]) / (2 * h))
assert abs(stalled[0]) < 1e-6 and stalled[1] > 0.1 * alpha
print(f"stall field tau/|z| at tau=1e-05: {h_stall:.2e} a.u.")
print(f"alpha at 0.5 and 2 times it: {abs(stalled[0]):.4f}, "
      f"{stalled[1]:.4f} a.u.")

# Final use: located step, one run per field, all three axes
h_use = round(optimum(a_R, noise_R * data[2][2], 4)[0], 4)
result = []
for axis in range(3):
    diff = []
    for h in (h_use, 2 * h_use):
        mu = [run_scf(s * h * np.eye(3)[axis], random_start(),
                      [taus[2]])[0]["mu"][axis] for s in (1, -1)]
        diff.append((mu[0] - mu[1]) / (2 * h))
    result.append((4 * diff[0] - diff[1]) / 3)
    assert abs(result[-1] - alpha_tensor[axis, axis]) < 1e-3
print(f"final step h: {h_use:.4f} a.u. at tau=1e-07")
for axis in range(3):
    ref = alpha_tensor[axis, axis]
    print(f"alpha_{'xyz'[axis]*2}: R {result[axis]:.6f}, analytic {ref:.6f}, "
          f"error {result[axis]-ref:.1e} a.u.")
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
mean = np.mean(result)
print(f"mean polarizability: {mean:.4f} a.u. = "
      f"{mean*bohr_angstrom**3:.4f} angstrom^3")
print("verified")
```

It prints:

```
Water, RHF/aug-cc-pVDZ; O (0,0,0), H (0,+-1.43,1.11) bohr
basis functions: 41; repeats per field: 10
zero-field energy: -76.041377 hartree
zero-field dipole mu_z: 0.787520 a.u.
analytic alpha_zz: 8.060540 a.u.
gamma: 569.3 a.u.; epsilon: 3.432e+05 a.u.
c2: 94.883; c4: 2.860e+03; c6: 7.543e+04 a.u.
ladder estimates: c2 95.101; 4|c4| 1.185e+04 a.u.
tight D(0.004): 8.062059 a.u.
tight D(0.008): 8.066624 a.u.
tight R(0.004): 8.060537 a.u.
tight energy difference at h=0.008: 8.063580 a.u.
norms: |z| 1.4397, |u| 1.6284 a.u.
tau=1e-05: sigma 3.12e-06, bound 4|u|tau 6.51e-05 a.u.
 h (a.u.) | rms error D: found, pred | R: found, pred (a.u.)
 0.00025 | 5.98e-03 8.82e-03 | 7.86e-03 1.18e-02
 0.00050 | 3.32e-03 4.41e-03 | 4.45e-03 5.92e-03
 0.00100 | 2.45e-03 2.21e-03 | 3.12e-03 2.96e-03
 0.00200 | 1.02e-03 1.17e-03 | 1.09e-03 1.48e-03
 0.00400 | 1.66e-03 1.62e-03 | 6.56e-04 7.40e-04
 0.00800 | 6.08e-03 6.09e-03 | 4.33e-04 3.73e-04
 0.01600 | 2.45e-02 2.45e-02 | 7.51e-04 7.97e-04
 D: h* 0.00254, equality 0.00285, range 0.00104-0.00467 a.u.
    least rms error predicted 1.06e-03 a.u.
 R: h* 0.01046, equality 0.01201, range 0.00468-0.01501 a.u.
    least rms error predicted 3.17e-04 a.u.
tau=1e-07: sigma 5.05e-08, bound 4|u|tau 6.51e-07 a.u.
 h (a.u.) | rms error D: found, pred | R: found, pred (a.u.)
 0.00025 | 1.24e-04 1.43e-04 | 1.64e-04 1.92e-04
 0.00050 | 7.51e-05 7.52e-05 | 1.17e-04 9.59e-05
 0.00100 | 9.92e-05 1.01e-04 | 5.33e-05 4.79e-05
 0.00200 | 3.80e-04 3.80e-04 | 2.09e-05 2.40e-05
 0.00400 | 1.52e-03 1.52e-03 | 6.33e-06 1.23e-05
 0.00800 | 6.08e-03 6.08e-03 | 4.91e-05 4.76e-05
 0.01600 | 2.45e-02 2.45e-02 | 7.75e-04 7.75e-04
 D: h* 0.00064, equality 0.00072, range 0.00026-0.00118 a.u.
    least rms error predicted 6.80e-05 a.u.
 R: h* 0.00458, equality 0.00526, range 0.00205-0.00658 a.u.
    least rms error predicted 1.17e-05 a.u.
scatter at h=0.004, tau=1e-05: dipole 5.13e-04, energy 5.30e-06 a.u.
median error at h=0.00025, tau=1e-05: common start 7.08e-05, independent 4.51e-03 a.u.
stall field tau/|z| at tau=1e-05: 6.95e-06 a.u.
alpha at 0.5 and 2 times it: 0.0000, 6.9907 a.u.
final step h: 0.0046 a.u. at tau=1e-07
alpha_xx: R 7.325846, analytic 7.325839, error 7.4e-06 a.u.
alpha_yy: R 9.043611, analytic 9.043612, error -1.1e-06 a.u.
alpha_zz: R 8.060538, analytic 8.060540, error -2.1e-06 a.u.
mean polarizability: 8.1433 a.u. = 1.2067 angstrom^3
verified
```
